# Nuclear-Spin-Dependent Parity Mixing of s1/2 and p1/2 and the Anapole Moment

One valence electron of a heavy neutral atom moves in a central potential and is perturbed by

$$H=\frac{G_F}{\sqrt2}\,\frac{\kappa}{I}\,\boldsymbol\alpha\cdot\mathbf I\,\rho(r),\qquad \int\rho\,d^3r=1 .$$

Here $\mathbf I$ is the nuclear spin, $\rho$ the normalized nuclear density and $\kappa$ a dimensionless coupling. The Dirac matrices are $\boldsymbol\alpha$; the plain letter $\alpha$ is the fine-structure constant. Atomic units are used for the electron, so $c=1/\alpha$, and energies are measured from the rest energy. The states are

$$\psi_{km}=\frac1r\begin{pmatrix}P\,\Omega_{km}\\ iQ\,\Omega_{-k\,m}\end{pmatrix},\qquad \int(P^2+Q^2)\,dr=1,$$

with real $P,Q$, with $k=-1$ for $s_{1/2}$ and $k=+1$ for $p_{1/2}$, and with phases such that $\sigma_n\Omega_{km}=-\Omega_{-km}$, where $\sigma_n=\boldsymbol\sigma\cdot\mathbf n$ and $\mathbf n=\mathbf r/r$. Core polarization and correlation are left out.

## (a) Reduce the matrix element to a radial integral

**Solution.** The matrix $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in its off-diagonal blocks, so it joins upper to lower components:

$$\langle s|\boldsymbol\alpha\rho|p\rangle=\int\!\rho\,\big[iP_sQ_p\langle\Omega_{-1}|\boldsymbol\sigma|\Omega_{-1}\rangle-iQ_sP_p\langle\Omega_{1}|\boldsymbol\sigma|\Omega_{1}\rangle\big]dr .$$

The minus sign comes from conjugating $iQ_s$. The function $\Omega_{-1}$ is a spinor times a constant, so the first angular element is the Pauli matrix $\boldsymbol\sigma$. For the second, $\Omega_1=-\sigma_n\Omega_{-1}$ and

$$\sigma_n\boldsymbol\sigma\sigma_n=2\mathbf n\,\sigma_n-\boldsymbol\sigma .$$

The angular average of $n_in_j$ is $\delta_{ij}/3$, which gives $\tfrac23\boldsymbol\sigma-\boldsymbol\sigma=-\tfrac13\boldsymbol\sigma$. Hence

$$\langle s|\boldsymbol\alpha\rho|p\rangle=i\boldsymbol\sigma M,\qquad M=\int\rho\,\Big(P_sQ_p+\tfrac13Q_sP_p\Big)dr .$$

In the two-dimensional space of $j=1/2$, $\boldsymbol\sigma=2\mathbf j$. With $\mathbf F=\mathbf I+\mathbf j$,

$$\boldsymbol\sigma\cdot\mathbf I=2\,\mathbf j\cdot\mathbf I=F(F+1)-I(I+1)-\tfrac34\equiv b_F ,$$

$$\langle s,F|H|p,F\rangle=i\,\frac{G_F}{\sqrt2}\,\frac{\kappa}{I}\,b_F\,M .$$

The factor $i$ has a physical meaning. The perturbation gives the $s$ state an admixture $i\eta|p\rangle$ with real $\eta$. In these phases $\langle s|z|p\rangle$ is real for equal magnetic quantum numbers, so the first-order dipole moment $2\,\mathrm{Re}(i\eta\langle s|z|p\rangle)$ vanishes. The interaction violates parity but respects time reversal.

## (b) Find the valence functions near the nucleus

**Solution.** Write $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_n(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$ and use $\boldsymbol\sigma\cdot\mathbf L\,\Omega_k=-(k+1)\Omega_k$. The Dirac equation becomes

$$P'+\frac krP=\Big(2c+\frac{E-V}{c}\Big)Q,\qquad Q'-\frac krQ=-\frac{E-V}{c}P .$$

Near the nucleus $V=-Z/r$, and the valence energy is negligible. Let $x=\sqrt{8Zr}$, so that $r\,d/dr=(x/2)\,d/dx$, and let $\gamma=\sqrt{1-(\alpha Z)^2}$. Try $Q=\alpha Z J_{2\gamma}(x)$. The second equation then fixes

$$P=kJ_{2\gamma}-\frac x2J_{2\gamma}'=(k+\gamma)J_{2\gamma}-\frac x2J_{2\gamma-1}.$$

Inserting this in the first equation, multiplied by $r$, gives

$$rP'+kP=k^2J_{2\gamma}-\tfrac14\big(x^2J_{2\gamma}''+xJ_{2\gamma}'\big)=\Big(k^2-\gamma^2+\frac{x^2}{4}\Big)J_{2\gamma},$$

by Bessel's equation. The bracket is $(\alpha Z)^2+2Zr$, which equals the right-hand side $(2r/\alpha+\alpha Z)\,\alpha Z$. The pair is therefore the regular solution at $E=0$.

Its prefactor $N$ follows from the WKB form $P=Bp^{-1/2}\sin(\dots)$, in which $B$ stays constant from the inner region to the outer turning point if the screening varies slowly over a local wavelength. Averaging $\sin^2$ in the normalization gives $B^2=2/\!\int dr/p$. Differentiating the quantization condition $\int p\,dr=\pi(n+\text{const})$ with respect to $E$ gives $\int dr/p=\pi\,dn/dE$. With $E=-1/(2\nu^2)$, as for an electron that sees charge 1 outside the core,

$$B^2=\frac2\pi\frac{dE}{dn}=\frac{2}{\pi\nu^3}\frac{d\nu}{dn}.$$

For $1/Z\ll r\ll Z^{-1/3}$ the electron is already semiclassical but still sees charge $Z$, and $p=\sqrt{2Z/r}$. There the mean of $P^2$ is $B^2/(2p)$. The Bessel form gives the mean $N^2x/(4\pi)=N^2\sqrt{2Zr}/(2\pi)$. Equating the two,

$$N^2=\frac{1}{Z\nu^3}\frac{d\nu}{dn}.$$

From here on $d\nu/dn$ is set to 1; it can be restored as a factor with each $\nu^{-3}$.

For small $r$, $J_{2\gamma}\to(2Zr)^\gamma/\Gamma(2\gamma+1)$ and $(x/2)J_{2\gamma-1}\to2\gamma(2Zr)^\gamma/\Gamma(2\gamma+1)$. Choosing the overall sign $k$, we obtain

$$P\to k(k-\gamma)C,\quad Q\to k\,\alpha Z\,C,\quad C=\frac{(2Zr)^\gamma}{\Gamma(2\gamma+1)\sqrt{Z\nu^3}} .$$

Thus $(P_s,Q_s)=(1+\gamma,-\alpha Z)C_s$ and $(P_p,Q_p)=(1-\gamma,\alpha Z)C_p$.

## (c) Extract the power of $Z$

**Solution.** With these point-nucleus amplitudes,

$$P_sQ_p+\tfrac13Q_sP_p=\alpha Z\Big[(1+\gamma)-\tfrac13(1-\gamma)\Big]C_sC_p=2\alpha Z\,\frac{2\gamma+1}{3}\,C_sC_p .$$

When $\alpha Z\to0$, $\gamma\to1$ and $C_sC_p\to Zr^2/(\nu_s\nu_p)^{3/2}$. Since $\int\rho r^2dr=1/(4\pi)$,

$$M_0=\frac{\alpha Z^2}{2\pi(\nu_s\nu_p)^{3/2}} .$$

One power of $Z$ comes from the density of a valence electron at the nucleus. The other comes from the small component, which measures the velocity there.

A one-electron ion behaves differently. Its levels obey $dE/dn=Z^2/n^3$, so each $N^2$ gains a factor $Z^2$. As $M$ contains $N_sN_p$, it also gains $Z^2$ and grows as $Z^4$. The binding energy is then no longer negligible near the nucleus; for $\alpha Z\ll1$ and equal $n$ it adds the factor $\sqrt{1-1/n^2}$, which does not depend on $Z$. The $Z^2$ law therefore holds for the valence electron of a neutral atom but not for a one-electron ion.

For comparison, the spin-independent weak operator $\gamma_5\rho$ leads to $P_sQ_p-Q_sP_p=2\alpha Z\,C_sC_p$. In the point-amplitude estimate the ratio of the two radial integrands is thus $(2\gamma+1)/3$.

## (d) Include relativity and a nucleus of finite size

**Solution.** For $\gamma<1$ the integrand per volume varies as $r^{2\gamma-2}$ and diverges at the origin, so the nuclear size matters. Take a uniformly charged sphere of radius $R$ with $\rho=3/(4\pi R^3)$ inside. There the potential far exceeds the rest energy, and the $2c$ term is dropped. With

$$v=-\frac Vc=\frac{\alpha Z}{2R}\Big(3-\frac{r^2}{R^2}\Big),$$

the radial equations are $P'+kP/r=vQ$ and $Q'-kQ/r=-vP$. Both states then follow from one pair $(u,w)$:

$$(P_s,Q_s)\propto(u,-w),\quad(P_p,Q_p)\propto(w,u),\quad u'-\frac ur=-vw,\quad w'+\frac wr=vu .$$

Put $\xi=r/R$, $u=\sum a_n\xi^{2n+1}$, $w=\sum b_n\xi^{2n+2}$ and $a_0=1$. Matching powers gives

$$2n\,a_n=-\tfrac{\alpha Z}{2}(3b_{n-1}-b_{n-2}),\qquad(2n+3)\,b_n=\tfrac{\alpha Z}{2}(3a_n-a_{n-1}),$$

where coefficients of negative index vanish and the first relation holds for $n\ge1$. To lowest order $b_0=\alpha Z/2$ and $b_1=-\alpha Z/10$, so $\tau\equiv w(R)/u(R)\approx0.4\,\alpha Z$.

Just outside, the solution is a regular part of amplitude $C(R)$ plus an irregular part of amplitude $d$, obtained by $\gamma\to-\gamma$. For the $s$ state, $Q_s/P_s=-\tau$ at $R$ requires

$$\alpha Z(C+d)=\tau\big[(1+\gamma)C+(1-\gamma)d\big].$$

Solving for $d$ and inserting it in $P_s=(1+\gamma)C+(1-\gamma)d$,

$$P_s(R)=\frac{2\gamma\,\alpha Z\,C_s}{\alpha Z-\tau(1-\gamma)}=(1+\gamma)\,q\,C_s,\qquad q=\frac{2\gamma}{1+\gamma-\alpha Z\tau}.$$

The second form follows on multiplying numerator and denominator by $(1+\gamma)/(\alpha Z)$ and using $(1-\gamma)(1+\gamma)=(\alpha Z)^2$. For the $p$ state, $P_p/Q_p=\tau$ requires

$$(1-\gamma)C+(1+\gamma)d=\alpha Z\tau(C+d),$$

and $Q_p(R)=\alpha Z(C+d)=\alpha Z\,q\,C_p$, with the same $q$. The irregular part decays outward. Where $2Zr\sim1$ its relative size is of order $(2ZR)^{2\gamma}$, so the normalization of part (b) is kept.

Inside the nucleus we now have

$$P_sQ_p+\tfrac13Q_sP_p=\alpha Z(1+\gamma)q^2\,C_s(R)C_p(R)\,\frac{u^2-w^2/3}{u(R)^2}.$$

Define $D=4\pi R^2\int\rho\,(u^2-w^2/3)\,dr/u(R)^2$. With $(2ZR)^{2\gamma}=4Z^2R^2(2ZR)^{2\gamma-2}$, the factors of $R^2$ cancel and

$$M=\frac{\alpha Z^2}{2\pi(\nu_s\nu_p)^{3/2}}\,\mathcal R,\qquad \mathcal R=\frac{4(2ZR)^{2\gamma-2}}{\Gamma(2\gamma+1)^2}\;\frac{1+\gamma}{2}\,q^2D .$$

As $\alpha Z\to0$, $q\to1$ and $D\to3\int_0^1\xi^2d\xi=1$, hence $\mathcal R\to1$. The neglected mass terms near $R$ are of relative order $2ZR$.

The factor $\mathcal R$ is not a small correction. It is 1.75 for $Z=40$, $A=90$ and 5.83 for $Z=75$, $A=185$. Between these two cases $Z^2\mathcal R$ grows by $3.52\times3.33=11.7$, which corresponds to a mean power of $Z$ near 3.9. The law $Z^2$ describes $M$ with $\mathcal R$ divided out.

## (e) How reliable is the semiclassical normalization?

**Solution.** It can be compared with bound Dirac states in a model screened potential, with $d\nu/dn$ included. Outside the nucleus $V=-[1+(Z-1)\phi]/r$ with $y=rZ^{1/3}/0.8853$; smooth screening means $\phi=(1+0.536y)^{-2}$ and exponential screening $\phi=0.1e^{-6y}+0.55e^{-1.2y}+0.35e^{-0.3y}$. For smooth screening and states with $\nu$ near 4, the ratio of the Dirac value to the formula is 0.88 at $Z=40$ and 0.90 at $Z=75$. The formula is thus too large by 11 to 13% of the Dirac value. At $Z=75$ and $E=0$ the ratio is the product of 0.98 from the mass terms dropped in part (d), 0.99 from the $s$ amplitude and 0.93 from the $p$ amplitude at the nucleus.

To isolate the power of $Z$, one can raise $Z$ from 75 to a fictitious 600 with $\alpha Z$ and $ZR$ held fixed, which leaves $\mathcal R$ unchanged. The ratio becomes 0.96. The quantity $M/\alpha$, with the factors of $\nu$ and $d\nu/dn$ divided out, grows with power 2.03. ($M$ itself grows one power more slowly here, because $\alpha$ falls as $1/Z$.)

The shape of the screening matters too. With exponential screening the core edge sharpens as $Z$ grows. The smallest value of $pr$ outside the core, with $p$ taken at $E=0$, is a measure of how semiclassical the motion is. It falls from 2.8 at $Z=75$ to 2.4 at $Z=600$, while for smooth screening it rises from 3.4 to 4.3. The exponential ratio does not settle as $Z$ grows at fixed $\alpha Z$ and $ZR$: it is 0.93 at $Z=300$, 1.07 at 450, 0.84 at 600 and 0.64 at 800, while the smooth ratio rises steadily. The cause of these swings was not isolated. At $Z=75$ both screenings give 0.90, so $pr$ alone does not determine the error.

## (f) Show that an anapole moment produces an interaction of the form $H$

**Solution.** For the nucleus use $\hbar=c=1$ and Gaussian units, $e^2=\alpha$. A parity-odd toroidal current has the point form $\mathbf j=\nabla\times\nabla\times(\mathbf T\delta)$. Since $\nabla\times\nabla\times\mathbf A=4\pi\mathbf j$, the potential is $\mathbf A=4\pi\mathbf T\,\delta(\mathbf r)$ up to a gradient. To express $\mathbf T$ through the current, write

$$j_k=\partial_k\partial_i(T_i\delta)-T_k\nabla^2\delta,\qquad\int r^2j_k\,d^3r=2T_k-6T_k=-4T_k .$$

Both integrals were done by parts. Therefore

$$\mathbf A=\mathbf a\,\delta(\mathbf r),\qquad \mathbf a=-\pi\int r^2\,\mathbf j\,d^3r .$$

The electron has charge $-e$, so its coupling is $+e\,\boldsymbol\alpha\cdot\mathbf a\,\delta(\mathbf r)$. A gradient $\nabla\chi$ in $\mathbf A$ adds $\boldsymbol\alpha\cdot\nabla\chi=i[H_D,\chi]$, where $H_D$ is the Dirac Hamiltonian. Its matrix element is proportional to the small energy difference $E_s-E_p$ and is dropped. Replacing $\delta$ by $\rho$ is a model for the spatial spread of the anapole. As $\mathbf a$ must lie along $\mathbf I$, the interaction has the form of $H$.

## (g) Derive the growth of the anapole coupling with $A$

**Solution.** Consider one valence nucleon of mass $m$, magnetic moment $\mu$ in nuclear magnetons and weak coupling $g$ to the core of density $n(r)$:

$$h_W=\frac{G_Fg}{2\sqrt2\,m}\{\boldsymbol\sigma\cdot\mathbf p,n(r)\}\simeq\frac{\theta}{m}\,\boldsymbol\sigma\cdot\mathbf p,\qquad\theta=\frac{G_Fg\,n_0}{\sqrt2},$$

for constant density $n_0$. Let $H_0=p^2/2m+U(r)$, without spin-orbit force. Since $[H_0,\boldsymbol\sigma\cdot\mathbf r]=-i\boldsymbol\sigma\cdot\mathbf p/m$, the function $\delta\psi=-i\theta\,\boldsymbol\sigma\cdot\mathbf r\,\psi$ obeys $(H_0-E)\delta\psi=-h_W\psi$. The weak force turns the spin through an angle proportional to $r$.

The spin current is $\mathbf j=\nabla\times\mathbf m$ with $\mathbf m=(e\mu/2m)\psi^\dagger\boldsymbol\sigma\psi$. Integrating by parts, $\int r^2\,\nabla\times\mathbf m=-2\int\mathbf r\times\mathbf m$, so

$$\mathbf a=\frac{\pi e\mu}{m}\langle\mathbf r\times\boldsymbol\sigma\rangle .$$

To first order in $\theta$ this average is

$$i\theta\langle[\boldsymbol\sigma\cdot\mathbf r,\mathbf r\times\boldsymbol\sigma]\rangle=i\theta\cdot2i\,\langle\mathbf r\times(\boldsymbol\sigma\times\mathbf r)\rangle=-2\theta\,\langle r^2(\boldsymbol\sigma-\mathbf n\sigma_n)\rangle .$$

Project the vector $\mathbf V=\boldsymbol\sigma-\mathbf n\sigma_n$ on $\mathbf I=\mathbf L+\boldsymbol\sigma/2$. Because $\mathbf n\cdot\mathbf L=0$,

$$\mathbf V\cdot\mathbf I=\boldsymbol\sigma\cdot\mathbf L+\tfrac32-\tfrac12\sigma_n^2=\boldsymbol\sigma\cdot\mathbf L+1=-K,\qquad K=(I+\tfrac12)(-1)^{I+1/2-l},$$

where $K$ is the nucleon's analogue of $k$. Hence $\langle\mathbf V\rangle=-K\mathbf I/[I(I+1)]$ and

$$\mathbf a=\frac{2\pi e\mu\theta}{m}\langle r^2\rangle\frac{K\,\mathbf I}{I(I+1)} .$$

Insert $R=r_0A^{1/3}$, $n_0=3/(4\pi r_0^3)$ and $\langle r^2\rangle=\tfrac35r_0^2A^{2/3}$. The numerical factor is $2\pi\cdot\frac{3}{4\pi}\cdot\frac35=\frac9{10}$. Comparing $e\,\boldsymbol\alpha\cdot\mathbf a\,\rho$ with $H$,

$$\kappa=\frac{K}{I+1}\,\kappa_a,\qquad \kappa_a=\frac{9}{10}\,\frac{g\,\alpha\mu}{m r_0}\,A^{2/3} .$$

One factor of radius comes from the spin rotation and one from the lever arm in $\mathbf r\times\boldsymbol\sigma$; the density is independent of $A$. The law compares nuclei with equal $g$ and $\mu$, while $K/(I+1)$ depends on the orbit. Orbital currents, $Z$ exchange with the nuclear axial current and the hyperfine-induced weak term are not included in this $\kappa$.

Real nuclei are not large compared with their surface thickness. In Woods-Saxon wells of fixed depth and diffuseness, $\langle r^2\rangle$ averaged over levels from $-20$ to $-4$ MeV grows with a power of 0.55 to 0.58 for $A=60$ to 200, depending on which $A$ are sampled, and 0.65 for $A=500$ to 4000, the latter near $2/3$. Other energy windows give 0.58 to 0.65 for the lighter range and 0.63 to 0.64 for the heavier one. Letting $n(r)$ fall off at the surface lowers the spin-current anapole of the lowest $l=4$ orbit with $I=7/2$ at $A=185$ to 0.92 of its constant-density value. The convection and contact currents of a proton cancel for constant density but not here, and they bring the total to 0.90. The ratio depends on $I$ as well as on $l$, because $I$ decides which orbital momentum the weak force admixes.

## (h) Evaluate a model case

Take $Z=75$, $A=185$, $r_0=1.2$ fm, a valence proton with $l=4$ and $I=7/2$, $g=4$, $\nu_s=2$ and $\nu_p=2.5$. These are chosen values and do not describe rhenium, which has $I=5/2$ at $A=185$ and an open $d$ shell.

**Solution.** Here $K=4$, $\mu=2.793$ and $1/m=0.2103$ fm, so

$$\kappa_a=0.9\times4\times\frac{0.5473}{75}\times2.793\times\frac{0.2103}{1.2}\times185^{2/3}=0.417,\qquad\kappa=\frac{4}{4.5}\,\kappa_a=0.371 .$$

For the electron, $R=6.84$ fm, $\alpha Z=0.547$, $\gamma=0.837$ and $2ZR=0.0194$. The interior solution gives $\tau=0.226$, close to the estimate $0.4\,\alpha Z=0.219$, and then $q=0.977$ and $D=1.051$. Thus

$$\mathcal R=6.322\times\big(0.9185\times0.977^2\times1.051\big)=6.322\times0.922=5.83 .$$

Integrating the Dirac equation through the nucleus with the mass kept gives 5.70. The formula is 2% higher, the size expected from terms of order $2ZR$.

The ratio of the spin-dependent to the spin-independent radial integral is 0.956, against 0.954 from the Dirac integration and $(2\gamma+1)/3=0.891$ from point amplitudes. The last value is lower because it uses $w/u=(1-\gamma)/(\alpha Z)=0.30$ throughout, whereas inside the nucleus $w/u$ rises from zero to 0.226, and $w^2$ enters the ratio with a negative effect.

The radial integral is

$$M=\frac{0.5473\times75}{2\pi\times5^{3/2}}\times5.83=3.41\ \text{a.u.}$$

For $F=4$, $b_F=20-15.75-0.75=3.5$; for $F=3$, $b_F=-4.5$. With $G_F=2.2225\times10^{-14}$ a.u.,

$$\frac{\langle s,4|H|p,4\rangle}{i}=\frac{2.2225\times10^{-14}}{\sqrt2}\times\frac{0.371}{3.5}\times3.5\times3.41=2.0\times10^{-14}\ \text{a.u.},$$

or about 130 Hz after division by $h$. For $F=3$ the value is $-2.6\times10^{-14}$ a.u., about $-170$ Hz. The opposite signs distinguish this interaction from a spin-independent one, which has the same sign for both $F$. At most two figures are meaningful: in part (e) the formula, with $d\nu/dn$ included, exceeded the Dirac value by 11% of that value at this $Z$ for states with $\nu$ near 4; with $d\nu/dn=1$ and $\nu$ between 1.9 and 2.7 the excess is 1% for smooth and 7% for exponential screening. The numerical output lists the intermediate values, with $\alpha Z$ written as Za and $\mathcal R$ as Rel.

## Computed values

```
model: Z=75, A=185, I=3.5, l=4, K=4
chosen: g=4.0, nu_s=2.0, nu_p=2.5, r0=1.2 fm
sigma_z mean, s1/2 upper angular part: 1
sigma_z mean, p1/2 upper angular part: -0.33333
nuclear radius R: 6.8376 fm
nuclear radius R: 0.00012921 bohr
Z times fine-structure constant: 0.5473
gamma: 0.83694
2ZR: 0.019382
tau = w(R)/u(R): 0.22623
matching factor q: 0.97709
density average D: 1.0512
power-law part of Rel: 6.3221
finite-nucleus part (1+gamma)/2 q^2 D: 0.92174
point-amplitude value (2 gamma+1)/3: 0.89129
relativistic factor Rel: 5.8273
Rel from threshold Dirac integration: 5.7049
spin-dep/spin-indep ratio, analytic: 0.95591
spin-dep/spin-indep ratio, Dirac: 0.9537
Rel at Z=40, A=90: 1.7491
Z=600 is a scaled model with Za and ZR as at Z=75
smooth Z=40: nu_s=4.3477, nu_p=3.7646, dnu/dn s=1.0148, p=1.0338
smooth Z=75: nu_s=3.9472, nu_p=4.3740, dnu/dn s=1.0230, p=1.0252
smooth Z=600: nu_s=3.7917, nu_p=4.1631, dnu/dn s=1.0408, p=1.0456
smooth Z=40: Dirac/formula=0.8833, smallest outer p*r=3.144
smooth Z=75: Dirac/formula=0.9006, smallest outer p*r=3.433
smooth Z=600: Dirac/formula=0.9565, smallest outer p*r=4.286
exponential Z=40: Dirac/formula=0.8991, smallest outer p*r=2.920
exponential Z=75: Dirac/formula=0.9024, smallest outer p*r=2.848
exponential Z=600: Dirac/formula=0.8418, smallest outer p*r=2.414
power of Z at fixed Za, ZR, smooth: 2.029
power of A in <r^2>, A=60-200: 0.547
power of A in <r^2>, A=500-4000: 0.65
solved anapole integral / <r^2>, constant density: 1
lowest l=4 orbit, diffuse/constant density: 0.918
proton magnetic moment: 2.7928 nuclear magnetons
reduced proton Compton wavelength: 0.21031 fm
kappa_a / A^(2/3): 0.012859
kappa_a: 0.41748
kappa: 0.3711
G_F: 2.2225e-14 a.u.
radial density integral: 3.405 a.u.
F=3 angular bracket: -4.5
F=3 matrix element / i: -2.553e-14 a.u.
F=3 matrix element / (i h): -168 Hz
F=4 angular bracket: 3.5
F=4 matrix element / i: 1.986e-14 a.u.
F=4 matrix element / (i h): 130.7 Hz
```
